# Linear Ellipsometric Phase Change of a Thin Film on an Absorbing Substrate: a program that tests the result

```python
"""Thin transparent film on an absorbing substrate: ellipsometric response.

Result under test, with fields varying as exp(-i w t):
  rho = r_p/r_s = tan(psi) exp(-i Delta)
  ln[rho(d)/rho(0)] = i K d + M d**2 + O(d**3)
  change of Delta = -Re(K) d,  change of ln tan(psi) = -Im(K) d
  K = 2 k sqrt(ea) cos(t) sin(t)**2 (ef-ea)(es-ef) es
      / [ef (es-ea)(es cos(t)**2 - ea sin(t)**2)]
ea, ef, es: permittivities of ambient, film, substrate; d: thickness (nm);
t: angle of incidence (degrees in function arguments); k = 2 pi/wavelength.
Re K vanishes at tan(t)**2 = |es|**2 Re(B)/[ea Re(es B)],
B = (es-ef)/(es-ea), if the right side is positive.
"""
import numpy as np
from scipy.optimize import brentq

wavelength = 633.0
k = 2*np.pi/wavelength


def matched_r(d, angle, ef, es, ea=1.0):
    """Solve the field-matching equations; return r_p and r_s."""
    kx = k*np.sqrt(ea)*np.sin(np.radians(angle))
    eps = np.array([ea, ef, es], dtype=complex)
    q = np.sqrt(eps*k**2 - kx**2)
    forward = np.exp(1j*q[1]*d)
    answer = []
    for weight in (eps, np.ones(3)):
        ya, yf, ys = q/weight/k
        matrix = np.array([[-1, 1, 1, 0],
                           [ya, yf, -yf, 0],
                           [0, forward, 1/forward, -1],
                           [0, yf*forward, -yf/forward, -ys]])
        answer.append(np.linalg.solve(matrix, np.array([1, ya, 0, 0]))[0])
    return answer


def matched_rho(d, angle, ef, es, ea=1.0):
    rp, rs = matched_r(d, angle, ef, es, ea)
    return rp/rs


def stack_rho(layers, angle, es, ea=1.0):
    """Layers from top to bottom: (in-plane eps, normal eps, thickness)."""
    kx = k*np.sqrt(ea)*np.sin(np.radians(angle))
    qa = np.sqrt(complex(ea*k**2 - kx**2))
    qs = np.sqrt(complex(es)*k**2 - kx**2)
    r = []
    for pol in ("p", "s"):
        ya, y = (qa/ea, qs/es) if pol == "p" else (qa, qs)
        for ex, ez, d in reversed(layers):
            if pol == "p":
                a, b = k**2 - kx**2/ez, ex
            else:
                a, b = ex*k**2 - kx**2, 1.0
            q = np.sqrt(complex(a*b))
            c, s = np.cos(q*d), np.sin(q*d)/q
            y = (c*y - 1j*a*s)/(c - 1j*b*s*y)
        r.append((ya - y)/(ya + y))
    return r[0]/r[1]


def linear_K(angle, ef, es, ea=1.0):
    c, s = np.cos(np.radians(angle)), np.sin(np.radians(angle))
    return (2*k*np.sqrt(ea)*c*s**2*(ef-ea)*(es-ef)*es
            / (ef*(es-ea)*(es*c**2 - ea*s**2)))


def quadratic_M(angle, ef, es, ea=1.0):
    kx = k*np.sqrt(ea)*np.sin(np.radians(angle))
    qa = np.sqrt(complex(ea*k**2 - kx**2))
    qs = np.sqrt(complex(es)*k**2 - kx**2)
    qf2 = ef*k**2 - kx**2

    def term(ya, ys, a, b):
        return (2*ya*ys*(a-b*ys**2)*(a-b*ya**2)
                / (ya**2-ys**2)**2)
    return term(qa/ea, qs/es, qf2/ef, ef) - term(qa, qs, qf2, 1.0)


def log_change(d, angle, ef, es, ea=1.0):
    return np.log(matched_rho(d, angle, ef, es, ea)
                  / matched_rho(0.0, angle, ef, es, ea))


def exact_slope(angle, ef, es, ea=1.0, h=1e-3):
    """Slope of Delta in rad/nm, from the matched fields."""
    return -np.log(matched_rho(h, angle, ef, es, ea)
                   / matched_rho(-h, angle, ef, es, ea)).imag/(2*h)


def special_angle(ef, es, ea=1.0):
    B = (es-ef)/(es-ea)
    return np.degrees(np.arctan(np.sqrt(
        abs(es)**2*B.real/(ea*(es*B).real))))


def psi_deg(rho):
    return np.degrees(np.arctan(abs(rho)))


n_mo, n_weak, n_film = 3.7 + 3.5j, 3.9 + 0.02j, 1.5
mo, weak, film = n_mo**2, n_weak**2, n_film**2
angle, thickness = 70.0, 2.0

# Linear and quadratic coefficients against derivatives of matched fields.
h = 0.05
worst_K = worst_M = 0.0
for es in (mo, weak, (1+6j)**2):
    for ea in (1.0, 1.77):
        for t in (20.0, 50.0, 70.0, 80.0):
            plus = log_change(h, t, film, es, ea)
            minus = log_change(-h, t, film, es, ea)
            K, M = linear_K(t, film, es, ea), quadratic_M(t, film, es, ea)
            worst_K = max(worst_K, abs((plus-minus)/(2j*h)/K - 1))
            worst_M = max(worst_M, abs((plus+minus)/(2*h*h)/M - 1))
assert worst_K < 1e-4 and worst_M < 1e-3

# The error of the linear law must fall by four when d is halved.
K, M = linear_K(angle, film, mo), quadratic_M(angle, film, mo)
residual = [abs(log_change(d, angle, film, mo) - 1j*K*d)
            for d in (0.5, 0.25)]
error_ratio = residual[0]/residual[1]
assert abs(error_ratio - 4) < 0.2

# Normal incidence; transparent substrate.
assert abs(log_change(50.0, 0.0, film, mo)) < 1e-11
up, down = [log_change(x, 60.0, film, 15.21) for x in (h, -h)]
assert abs((up-down).real/(2*h)) < 1e-10
assert abs((up+down).imag/(2*h*h)) < 1e-9
assert abs((up-down).imag/(2*h)) > 1e-3

# Special angles from the phase slope of the matched fields.
star_weak, star_mo = special_angle(film, weak), special_angle(film, mo)
for es, star, low, high in ((weak, star_weak, 74.0, 77.0),
                            (mo, star_mo, 85.0, 89.9)):
    root = brentq(lambda t: exact_slope(t, film, es), low, high)
    assert abs(root - star) < 1e-3
changes = [log_change(d, star_weak, film, weak).imag for d in (2e-3, 1e-3)]
star_ratio = changes[0]/changes[1]
assert abs(star_ratio - 4) < 0.1
metal = (1+6j)**2
assert (metal*(metal-film)/(metal-1)).real < 0
signs = {np.sign(exact_slope(t, film, metal)) for t in range(5, 90)}
assert len(signs) == 1

# Layered-medium calculation against matching and a fine laminate.
assert abs(stack_rho([(film, film, 8.0)], angle, mo)
           - matched_rho(8.0, angle, film, mo)) < 1e-11
ex, ez = (1.5+3.0)/2, 2/(1/1.5+1/3.0)
laminate = stack_rho([(1.5, 1.5, 0.01), (3.0, 3.0, 0.01)]*100, angle, mo)
uniaxial = stack_rho([(ex, ez, 2.0)], angle, mo)
isotropic = stack_rho([(ex, ex, 2.0)], angle, mo)
assert abs(laminate-uniaxial) < 0.02*abs(isotropic-uniaxial)

# Worked example.
bare = matched_rho(0.0, angle, film, mo)
coated = matched_rho(thickness, angle, film, mo)
delta0 = -np.degrees(np.angle(bare))
exact_change = -np.degrees(np.angle(coated/bare))
slope = -np.degrees(K.real)
assert 0 < delta0 < 180 and exact_change < 0
assert abs(slope*thickness/exact_change - 1) < 0.05
psi_change = psi_deg(coated) - psi_deg(bare)
psi0 = np.radians(psi_deg(bare))
psi_linear = np.degrees(-K.imag*thickness*np.sin(2*psi0)/2)

grid = np.arange(0.05, 60, 0.05)
relative = np.array([abs(-K.real*d/(-log_change(d, angle, film, mo).imag)
                         - 1) for d in grid])
assert np.any(relative > 0.01)
one_percent = grid[np.argmax(relative > 0.01)]

wrong_K = linear_K(angle, 1.6**2, mo)
wrong_d = exact_change/(-np.degrees(wrong_K.real))
wrong_psi = np.degrees(-wrong_K.imag*wrong_d*np.sin(2*psi0)/2)


def thickness_error(before, after):
    change = -np.degrees(np.angle(after/before))
    return (change - exact_change)/slope


def half_mix(e1, e2):
    """Bruggeman permittivity of an equal-volume mixture of spheres."""
    e = (e1+e2+np.sqrt((e1+e2)**2+32*e1*e2))/8
    assert e.imag > 0
    assert abs((e1-e)/(e1+2*e) + (e2-e)/(e2+2*e)) < 1e-12
    return e


layer = (film, film, thickness)
lossy = (1.5+0.02j)**2
oxide = (2.1**2, 2.1**2, 1.0)
water = (1.33**2, 1.33**2, 0.3)
void_mix, film_mix = half_mix(mo, 1.0), half_mix(mo, film)
mo_changed = (0.9*n_mo)**2
mo_layer, glass = (mo, mo, 100.0), 1.5**2
effects = [
    ("film absorption, k = 0.02", bare,
     stack_rho([(lossy, lossy, thickness)], angle, mo)),
    ("film birefringence, n_z = 1.53", bare,
     stack_rho([(film, 1.53**2, thickness)], angle, mo)),
    ("1 nm oxide (n = 2.1) in both scans",
     stack_rho([oxide], angle, mo), stack_rho([layer, oxide], angle, mo)),
    ("1 nm oxide grown between scans", bare,
     stack_rho([layer, oxide], angle, mo)),
    ("1 nm roughness, same film volume",
     stack_rho([(void_mix, void_mix, 1.0)], angle, mo),
     stack_rho([(film, film, thickness-0.5),
                (film_mix, film_mix, 1.0)], angle, mo)),
    ("0.3 nm water on coated sample only", bare,
     stack_rho([water, layer], angle, mo)),
    ("angle 0.1 deg high in both scans",
     matched_rho(0.0, angle+0.1, film, mo),
     matched_rho(thickness, angle+0.1, film, mo)),
    ("angle 0.1 deg high in second scan only", bare,
     matched_rho(thickness, angle+0.1, film, mo)),
    ("metal n and k both 10% lower",
     matched_rho(0.0, angle, film, mo_changed),
     matched_rho(thickness, angle, film, mo_changed)),
    ("100 nm metal on glass (n = 1.5)",
     stack_rho([mo_layer], angle, glass),
     stack_rho([layer, mo_layer], angle, glass)),
]

print(f"Wavelength: {wavelength:.0f} nm; angle: {angle:.0f} deg")
print(f"Film index: {n_film:.2f}; film thickness: {thickness:.2f} nm")
print(f"Rough Mo index: {n_mo.real:.2f} + {n_mo.imag:.2f} i")
print(f"Mo permittivity: {mo.real:.3f} + {mo.imag:.3f} i")
print(f"K: {K.real:.6f} {K.imag:+.6f} i rad/nm")
print(f"M: {M.real:.4e} {M.imag:+.4e} i nm^-2")
print(f"Largest relative error of K in tests: {worst_K:.1e}")
print(f"Largest relative error of M in tests: {worst_M:.1e}")
print(f"Linear-law error ratio on halving d: {error_ratio:.3f}")
print(f"Bare Delta: {delta0:.3f} deg; bare psi: {psi_deg(bare):.3f} deg")
print(f"Delta slope: {slope:.4f} deg/nm")
print(f"Delta change, linear: {slope*thickness:.4f} deg")
print(f"Delta change, exact: {exact_change:.4f} deg")
print(f"Psi change, linear: {psi_linear:.4f} deg")
print(f"Psi change, exact: {psi_change:.4f} deg")
print(f"Thickness from linear inversion: {exact_change/slope:.4f} nm")
print(f"Linear error first above 1% at d = {one_percent:.2f} nm")
for d in (1.0, 5.0, 10.0, 20.0):
    true = -np.degrees(log_change(d, angle, film, mo).imag)
    print(f"d = {d:.0f} nm: linear {slope*d:.3f}, exact {true:.3f} deg")
print(f"Thickness for 0.01 deg of Delta: {0.01/abs(slope):.4f} nm")
print(f"Thickness if index 1.60 is assumed: {wrong_d:.4f} nm")
print(f"Psi change predicted by that wrong pair: {wrong_psi:.4f} deg")
print(f"Mo special angle: {star_mo:.3f} deg")
print(f"Mo Re(es B): {(mo*(mo-film)/(mo-1)).real:.3f}")
print("Thickness errors from neglected effects:")
for name, before, after in effects:
    print(f"  {name}: {thickness_error(before, after):+.4f} nm")
print(f"Model substrate index: {n_weak.real:.2f} + {n_weak.imag:.2f} i")
print(f"Its special angle: {star_weak:.4f} deg")
brewster = np.degrees(np.arctan(n_weak.real))
print(f"Brewster angle without absorption: {brewster:.4f} deg")
for t in (70.0, star_weak-0.1, star_weak+0.1):
    value = -np.degrees(linear_K(t, film, weak).real)
    print(f"  Delta slope at {t:.3f} deg: {value:.3f} deg/nm")
K_star = linear_K(star_weak, film, weak)
print(f"1/|K| at special angle: {1/abs(K_star):.4f} nm")
rp_star = abs(matched_r(0.0, star_weak, film, weak)[0])
print(f"Bare |r_p| at special angle: {rp_star:.3e}")
print(f"Phase-change ratio there on halving d: {star_ratio:.3f}")
print("all good")
```

It prints:

```
Wavelength: 633 nm; angle: 70 deg
Film index: 1.50; film thickness: 2.00 nm
Rough Mo index: 3.70 + 3.50 i
Mo permittivity: 1.440 + 25.900 i
K: 0.026978 -0.006571 i rad/nm
M: 7.3069e-05 -1.9335e-04 i nm^-2
Largest relative error of K in tests: 1.1e-05
Largest relative error of M in tests: 1.6e-05
Linear-law error ratio on halving d: 4.000
Bare Delta: 136.306 deg; bare psi: 27.392 deg
Delta slope: -1.5457 deg/nm
Delta change, linear: -3.0914 deg
Delta change, exact: -3.0467 deg
Psi change, linear: 0.3076 deg
Psi change, exact: 0.3152 deg
Thickness from linear inversion: 1.9711 nm
Linear error first above 1% at d = 1.40 nm
d = 1 nm: linear -1.546, exact -1.535 deg
d = 5 nm: linear -7.729, exact -7.446 deg
d = 10 nm: linear -15.457, exact -14.316 deg
d = 20 nm: linear -30.914, exact -26.332 deg
Thickness for 0.01 deg of Delta: 0.0065 nm
Thickness if index 1.60 is assumed: 1.7911 nm
Psi change predicted by that wrong pair: 0.2874 deg
Mo special angle: 89.039 deg
Mo Re(es B): 0.189
Thickness errors from neglected effects:
  film absorption, k = 0.02: +0.0069 nm
  film birefringence, n_z = 1.53: +0.0587 nm
  1 nm oxide (n = 2.1) in both scans: -0.0373 nm
  1 nm oxide grown between scans: +1.3781 nm
  1 nm roughness, same film volume: -0.5659 nm
  0.3 nm water on coated sample only: +0.2258 nm
  angle 0.1 deg high in both scans: +0.0087 nm
  angle 0.1 deg high in second scan only: +0.2003 nm
  metal n and k both 10% lower: -0.0629 nm
  100 nm metal on glass (n = 1.5): +0.0008 nm
Model substrate index: 3.90 + 0.02 i
Its special angle: 75.6192 deg
Brewster angle without absorption: 75.6186 deg
  Delta slope at 70.000 deg: -2.954 deg/nm
  Delta slope at 75.519 deg: -100.707 deg/nm
  Delta slope at 75.719 deg: 99.417 deg/nm
1/|K| at special angle: 0.2699 nm
Bare |r_p| at special angle: 2.396e-03
Phase-change ratio there on halving d: 3.985
all good
```
